\section*{Nucleation Barrier of Coherent Strained Islands and Its Misfit Exponent}

\section*{The elastic gain}

\textbf{Q.} You say that a strained film lowers its elastic energy by gathering into islands. But an island contains the same misfitting material as the film. Why is there any gain?

\textbf{A.} Because an island has side faces that can move. Let $m$ be the misfit, the in-plane strain of the flat coherent film, and let $Y=E_Y/(1-\nu)$ be the biaxial modulus, with $E_Y$ Young's modulus and $\nu$ Poisson's ratio. The in-plane stress is $\sigma=Ym$ along both axes, so the film stores $\tfrac12(\sigma m+\sigma m)=Ym^2$ per volume. An island held at that strain would store the same density. The gain is what it releases when it is let go.

I take film, wetting layer and substrate to be isotropic with equal elastic constants. For a further displacement $\mathbf u$ with strain $e$, the energy change is
\begin{equation}
U[\mathbf u]=\int_{\rm island}\sigma(e_{xx}+e_{yy})\,dV+\frac12\int_{\rm all} e:\mathbb C:e\,dV ,
\label{U}
\end{equation}
where $\mathbb C$ is the elastic tensor. The flat wetting layer adds no linear term: its stress is uniform and in-plane, so it exerts no force in the interior and no traction on flat faces, and far away $\mathbf u=0$.

Call the two terms $a$ and $b/2$ at equilibrium. Replacing $\mathbf u$ by $t\mathbf u$ gives $ta+t^2b/2$, which must be stationary at $t=1$. Hence $b=-a$ and $U=a/2=-b/2<0$.

\textbf{Q.} Why should this be proportional to volume? Strain fields reach far into the substrate.

\textbf{A.} They do, but their reach grows with the island. Keep the shape fixed, let $L$ be its size, and write $\mathbf x=L\mathbf y$, $\mathbf u=mL\mathbf v(\mathbf y)$. Strains are then $m$ times functions of $\mathbf y$, $\sigma$ is proportional to $m$, and $dV=L^3d^3y$. Both terms of (\ref{U}) carry $m^2L^3$, so
\begin{equation}
U=-wV,\qquad w=\kappa Ym^2 ,
\label{w}
\end{equation}
with $\kappa$ a number set by shape and $\nu$. This needs linear elasticity and a substrate much larger than the island.

\textbf{Q.} A number you have not computed could be tiny. Give me one.

\textbf{A.} Take a shallow island of height profile $h(x,y)$. The strain barely varies across its thickness, so the linear term becomes, after integration by parts,
\begin{equation}
\int h\,\sigma\,\nabla\!\cdot\mathbf u\,d^2x=-\int \mathbf f\cdot\mathbf u\,d^2x,\qquad \mathbf f=\sigma\nabla h .
\end{equation}
The island loads a flat half-space with the tangential force density $\mathbf f$. Each Fourier component of $\mathbf f$ points along its wavevector, so each is a plane-strain problem. Put the solid in $z<0$ and apply the shear traction $f_0\cos qx$. The stress function $\phi=-(f_0/q)\,z\,e^{qz}\sin qx$ is $z$ times a harmonic function, hence biharmonic, and gives at $z=0$
\begin{align}
\sigma_{zz}&=\partial_x^2\phi=0, & \sigma_{xz}&=-\partial_x\partial_z\phi=f_0\cos qx,\\
\sigma_{xx}&=\partial_z^2\phi=-2f_0\sin qx, & \partial_xu_x&=\frac{1-\nu^2}{E_Y}\,\sigma_{xx}.
\end{align}
Integrating over $x$ gives $u_x=\dfrac{2(1-\nu^2)}{E_Yq}f_0\cos qx$. Since $U$ is half the linear term and $|\mathbf f_q|^2=\sigma^2q^2|h_q|^2$,
\begin{equation}
U=-\frac{(1-\nu^2)\sigma^2}{E_Y}\,I=-Y(1+\nu)m^2I,\qquad I=\int\!\frac{d^2q}{(2\pi)^2}\,q\,|h_q|^2 .
\label{I}
\end{equation}
The second form uses $\sigma^2=E_Y^2m^2/(1-\nu)^2$ and $1-\nu^2=(1-\nu)(1+\nu)$.

\textbf{Q.} And for an actual shape?

\textbf{A.} A cone of base radius $R$ and slope $s$ has $h=s(R-r)$, $\nabla h=-s\hat{\mathbf r}$ and $V=\pi sR^3/3$. The inverse transform of $1/q$ is $\frac1{2\pi}\int_0^\infty J_0(qr)\,dq=1/(2\pi r)$, so
\begin{equation}
I=\frac1{2\pi}\iint\frac{\nabla h\cdot\nabla h'}{|\mathbf x-\mathbf x'|}\,d^2x\,d^2x' .
\end{equation}
One angle gives $2\pi$. The regions $r'<r$ and $r'>r$ contribute equally; with $r'=tr$,
\begin{equation}
I=2s^2\int_0^R r^2dr\int_0^1 t\,k(t)\,dt,\qquad k(t)=\int_0^{2\pi}\frac{\cos\theta\,d\theta}{\sqrt{1+t^2-2t\cos\theta}} .
\end{equation}
To find $k$, factor the root as $|1-te^{i\theta}|$ and use $(1-x)^{-1/2}=\sum a_nx^n$, where $a_n=a_{n-1}(2n-1)/(2n)$ and $a_0=1$. Only products whose powers of $e^{i\theta}$ differ by one survive:
\begin{equation}
k(t)=2\pi\sum_{n\ge1}a_na_{n-1}t^{2n-1}.
\end{equation}
The complete elliptic integrals $\mathsf K=\int_0^{\pi/2}(1-t^2\sin^2\varphi)^{-1/2}d\varphi$ and $\mathsf E=\int_0^{\pi/2}(1-t^2\sin^2\varphi)^{1/2}d\varphi$ have the series $\frac\pi2\sum a_n^2t^{2n}$ and $\frac\pi2\sum a_n^2t^{2n}/(1-2n)$. Their difference has coefficients $\frac\pi2a_n^2\,\frac{2n}{2n-1}=\frac\pi2a_na_{n-1}$, so $t\,k(t)=4(\mathsf K-\mathsf E)$.

Now integrate over $t$ before $\varphi$:
\begin{align}
\int_0^1\mathsf K\,dt&=\int_0^{\pi/2}\frac{\varphi}{\sin\varphi}\,d\varphi=2C,\\
\int_0^1\mathsf E\,dt&=\frac12\int_0^{\pi/2}\Big(\cos\varphi+\frac{\varphi}{\sin\varphi}\Big)d\varphi=\frac12+C .
\end{align}
Here $C=\int_0^1(\arctan x)/x\,dx\approx0.916$ is Catalan's constant; $x=\tan(\varphi/2)$ turns it into half of the first integral. Therefore
\begin{equation}
I=\frac83\Big(C-\frac12\Big)s^2R^3,\qquad
\kappa=\frac{(1+\nu)I}{V}=(1+\nu)\,\frac8\pi\Big(C-\frac12\Big)s\approx1.059\,(1+\nu)\,s .
\label{kappa}
\end{equation}
A steeper island relaxes more per volume, as long as the slope is small.

\textbf{Q.} How do I know that the half-space replacement did no harm?

\textbf{A.} It was tested against a finite-element solution of (\ref{U}) with the true cone geometry. Results at slopes 0.02 and 0.04, extrapolated linearly to zero slope, give $\kappa/s=1.343$ for $\nu=0.27$, against 1.345 from (\ref{kappa}); for $\nu=0.10$ they give 1.164 against 1.165. Doubling the radius at $s=0.2$ multiplies the gain by 8.01, where volume scaling requires 8.

\section*{The barrier}

\textbf{Q.} If the gain is proportional to volume, why does the film not break up at once?

\textbf{A.} Faceting costs surface. The cone covers $\pi R^2$ of wetting layer, of energy $\gamma_w$ per area, and exposes $\pi R^2\sqrt{1+s^2}$ of facet, of energy $\gamma_f$. The buried interface is unchanged. The cost is $\pi R^2c$ with
\begin{equation}
c=\gamma_f\sqrt{1+s^2}-\gamma_w .
\end{equation}
Since $R^2=(3V/\pi s)^{2/3}$, the free energy relative to the flat film is
\begin{equation}
\Delta G(V)=\Gamma V^{2/3}-wV,\qquad \Gamma=\pi c\Big(\frac{3}{\pi s}\Big)^{2/3}.
\label{G}
\end{equation}
I assume that atoms come from the strained film at that film's own chemical potential, so no further bulk term appears.

For $\Gamma>0$, setting $\tfrac23\Gamma V^{-1/3}-w=0$ gives
\begin{align}
V^*&=\Big(\frac{2\Gamma}{3w}\Big)^3,\\
\Delta G^*&=\Gamma\,\frac{4\Gamma^2}{9w^2}-w\,\frac{8\Gamma^3}{27w^3}=\frac{4\Gamma^3}{27w^2}=\frac{4\Gamma^3}{27\kappa^2Y^2}\,m^{-4}.
\label{barrier}
\end{align}
The second derivative, $-\tfrac29\Gamma V^{-4/3}$, is negative, so this is a maximum: a smaller island lowers its free energy by shrinking, a larger one by growing. The exponent $-4$ is the product of two exponents, $-2$ and $2$: the barrier goes as $w^{-2}$, and $w$ as $m^2$. The sign of the misfit drops out. If $\Gamma\le0$ there is no barrier.

For the cone, $\Gamma^3=9\pi c^3/s^2$, hence
\begin{equation}
R^*=\frac{2c}{sw},\qquad \Delta G^*=\frac{4\pi}{3}\,\frac{c^3}{s^2w^2}.
\label{cone}
\end{equation}

\textbf{Q.} Put in numbers.

\textbf{A.} I use rough, round values in the regime of germanium-rich alloy islands on silicon (001): $Y=150$ GPa, $\nu=0.27$, $\gamma_f=\gamma_w=6$ eV/nm$^2$, $s=0.2$ and $T=900$ K, where $kT=0.0776$ eV. Such films are compressed, so their $m$ is negative; only its size matters here, and from now on $m$ in numbers means that size. With $m=0.03$ and 1 GPa $=6.2415$ eV/nm$^3$,
\begin{align}
c&=6\,(\sqrt{1.04}-1)=0.1188\ \text{eV/nm}^2,\\
w&=0.2690\times150\times6.2415\times0.03^2=0.2267\ \text{eV/nm}^3,\\
R^*&=\frac{2\times0.1188}{0.2\times0.2267}=5.24\ \text{nm},\\
\Delta G^*&=\frac{4\pi}{3}\,\frac{0.1188^3}{0.2^2\times0.2267^2}=3.42\ \text{eV}\approx44\,kT .
\end{align}
The nucleus is 1.05 nm high and, at 0.022 nm$^3$ per atom, holds about 1400 atoms. With all else fixed, the barrier is 17.3 eV ($223\,kT$) at $m=0.02$ and 1.08 eV ($14\,kT$) at $m=0.04$. Doubling the misfit divides it by 16. At the upper end the nucleus is only $0.2\times2.95\approx0.6$ nm high, a few atomic layers, and a continuum description is strained there.

\section*{Where the fourth power fails}

\textbf{Q.} Your islands keep one shape. Suppose they choose their slope.

\textbf{A.} Then the conclusion can collapse. With $\gamma_f=\gamma_w=\gamma$ at every slope, $c\approx\gamma s^2/2$ for small $s$, while $w$ is proportional to $s$. By (\ref{cone}) the barrier scales as $s^6/(s^2s^2)=s^2$. In this continuum model a shallow enough mound has an arbitrarily small barrier, at any nonzero misfit; in a real crystal the height cannot fall below one atomic layer. The direct maximum confirms this: going from slope 0.01 to 0.02 raises the barrier by a factor 4.00. The fourth-power law therefore needs a barrier that stays finite. A preferred facet with $c>0$ secures this only if shallower slopes are closed off as well, which requires the flat surface to be a true facet whose vicinal slopes cost step energy. Otherwise shallow mounds bypass the faceted nucleus: with equal surface energies, slope 0.05 at $m=0.02$ gives a nucleus 0.6 nm high and a barrier of about 1.1 eV instead of 17.3 eV. A free slope does not by itself change the exponent: $m$ enters only through $w\propto m^2$, so at each slope the barrier is a slope-dependent factor times $m^{-4}$. If surface energies vary with slope so that this factor has a nonzero minimum, the chosen slope is the same at every misfit and the exponent is still $-4$.

\textbf{Q.} During deposition the surface is supersaturated. You left that out.

\textbf{A.} Let it supply an extra driving energy $g$ per volume, so that $w$ becomes $w+g$. Then $\Delta G^*\propto(w+g)^{-2}$, and since $dw/d\ln m=2w$,
\begin{equation}
n\equiv\frac{d\ln\Delta G^*}{d\ln m}=-\frac{4w}{w+g}.
\end{equation}
For $g\gg w$ the barrier hardly depends on misfit. For $g<0$, as when the wetting layer holds its atoms more strongly, the dependence is steeper, and at $w+g\le0$, with $\Gamma>0$, no island of any size gains.

The condition $g\ll w$ is strict. A trial value of 0.001 eV per atom is $g=0.0455$ eV/nm$^3$, a fifth of $w$. It lowers the barrier to 2.37 eV and gives $n=-3.33$ at $m=0.03$. For a dilute, ideal adatom gas this drive is an excess density of only $0.001/0.0776\approx1.3\%$.

\textbf{Q.} Surface energies also change with strain.

\textbf{A.} Then $\Gamma$ depends on $m$, and (\ref{barrier}) gives $n=-4+3\,d\ln\Gamma/d\ln m$. Here $c$ is a small difference of large numbers, so small changes matter. For a film of given strain sign, let $\gamma_f=\gamma+\tau|m|$ with the trial value $\tau=-1$ eV/nm$^2$, keeping $\gamma_w$ fixed. Reversing the strain would reverse the sign of $\tau$. The facet energy falls by 0.03 eV/nm$^2$, or 0.5\%, but $c$ falls by $0.03\sqrt{1.04}=0.0306$ to $0.0882$ eV/nm$^2$. Therefore
\begin{equation}
n=-4-3\times\frac{0.0306}{0.0882}=-5.04,
\end{equation}
and the barrier drops to 1.40 eV. The trial value is small: $\tau\approx-3.9$ eV/nm$^2$ would already make $c$ vanish at this misfit and remove the barrier.

\textbf{Q.} And the atoms along the edges?

\textbf{A.} An energy $\lambda$ per length of base edge adds $2\pi\lambda R$. Write $\Delta G=eR+aR^2-bR^3$ with $e=2\pi\lambda$, $a=\pi c$ and $b=\pi sw/3$. At the maximum $3bR^3=eR+2aR^2$, so $\Delta G^*=(2eR+aR^2)/3$. Because $\Delta G$ is stationary in $R$, only the explicit change of $b\propto m^2$ counts:
\begin{equation}
n=-\frac{2bR^3}{\Delta G^*}=-2\,\frac{e+2aR}{2e+aR}.
\end{equation}
For $\lambda>0$ this runs from $-4$ when area dominates to $-1$ when the edge does; a negative $\lambda$ makes the dependence steeper than $-4$, as long as $\Delta G^*$, measured from the flat film, stays positive. A trial $\lambda=0.05$ eV/nm raises the barrier to 5.13 eV and gives $n=-3.31$.

\textbf{Q.} At small misfit the nucleus becomes huge. Does it stay coherent?

\textbf{A.} Coherence sets a lower limit on the law, but with these inputs and the slope held at 0.2 thermal nucleation stops well before it: at $m=0.02$ the barrier is already $223\,kT$, far too high for thermal fluctuations to cross. As an estimate, compare its height with the critical thickness $h_c$ of a flat film. A dislocation with Burgers vector length $b_0$ releases $Ym\,b_0\cos\beta\,h_c$ per length, where $b_0\cos\beta$ is its misfit-relieving part. I take its line energy in the usual logarithmic form, with the core represented by the added 1:
\begin{equation}
\frac{\mu b_0^2(1-\nu\cos^2\alpha)}{4\pi(1-\nu)}\Big(\ln\frac{h_c}{b_0}+1\Big),
\end{equation}
where $\mu$ is the shear modulus and $\alpha$ the angle between line and Burgers vector. Equating the two and using $Y=2\mu(1+\nu)/(1-\nu)$,
\begin{equation}
h_c=\frac{b_0(1-\nu\cos^2\alpha)}{8\pi(1+\nu)\,m\cos\beta}\Big(\ln\frac{h_c}{b_0}+1\Big).
\end{equation}
With $b_0=0.39$ nm and $\cos\alpha=\cos\beta=\tfrac12$, $h_c=2.0$ nm at $m=0.03$, above the nucleus height of 1.05 nm. But the nucleus height grows as $m^{-2}$ and $h_c$, apart from its logarithm, as $m^{-1}$. They meet near $m=0.01$, at about 10 nm (near $m=0.011$ and 8 nm with the finite-slope value of $\kappa$ given below). Below that misfit a coherent nucleus is doubtful. An island is already partly relaxed, so the flat-film criterion is only a guide.

\textbf{Q.} How close is all this to real germanium-rich islands on silicon?

\textbf{A.} The inputs are of the right rough size: pure germanium on silicon has a misfit of about 4\%, and slope 0.2, an angle of $11.3^\circ$, is that of $\{105\}$ facets. Real islands of this kind are pyramids rather than cones. In the shallow-slope model a square pyramid of the same slope has a barrier about 45\% higher, with the same exponent. Nor is the pointed cone the easiest nucleus at its facet angle: if its tip is cut off where the radius is 0.4 of the base radius, and the flat top has the energy $\gamma_w$, the shallow-slope barrier falls by about 9\%, again with the same exponent. The crystals are also elastically anisotropic. The equal surface energies are a choice, and a delicate one, as the strain example shows. Real growth also breaks the assumption of fixed composition, because silicon mixes into the islands. If film and islands are diluted alike, so that the misfit falls by 10\% in both, the barrier rises from 3.42 to 5.21 eV. If only the islands take up silicon, they also lose stored elastic energy and gain mixing entropy, which can lower the barrier instead. Without mixing, a solid 10\% stiffer would lower the barrier from 3.42 to 2.83 eV. The shallow-slope formula has its own error: at $s=0.2$ the finite-element value is $\kappa=0.245$ instead of 0.269, which raises the barrier to about 4.1 eV, roughly 20\% above the shallow result; refining the mesh moved $\kappa$ by 0.4\%, which corresponds to about 0.8\% in the barrier. This last correction multiplies the barrier by the same factor at every misfit and leaves the exponent at $-4$.

So the model does not predict the absolute barrier of a real film. With the other inputs of the example fixed, raising $\gamma_f$ by 1\% multiplies the barrier by about 3.5, and lowering it by 2\% removes the barrier altogether. The fourth power can be used to compare two misfits if facet angle, composition-dependent constants and surface energies stay the same, the extra drive is small beside $w$, edges are negligible, both nuclei are coherent and no path through shallower, unfaceted mounds is open. The last condition is not assured for SiGe on silicon (001): low-misfit alloy films are reported to roughen through shallow mounds that form facets only later, and there this barrier does not control island formation.

\section*{Computed results}
\begin{verbatim}
biaxial modulus: 150 GPa; Poisson ratio: 0.27
1 GPa in eV/nm^3: 6.2415
surface energy, both surfaces: 6.0 eV/nm^2
facet slope: 0.20; angle: 11.3 degrees
temperature: 900 K; kT: 0.0776 eV
atomic volume: 0.022 nm^3
Catalan constant: 0.915966
cone integral / (s^2 R^3), numerical: 1.10924
cone integral / (s^2 R^3), closed: 1.10924
cone factor (8/pi)(C-1/2): 1.05925
kappa/slope, nu=0.10: elements 1.1639, formula 1.1652
kappa/slope, nu=0.27: elements 1.3434, formula 1.3452
gain ratio for doubled radius: 8.012
kappa at example slope, shallow formula: 0.2690
kappa at example slope, elements: 0.2447
kappa shift on mesh refinement: 0.409 %
kappa shift on box doubling: 0.020 %
main misfit: 0.030
surface cost per base area: 0.11882 eV/nm^2
surface coefficient Gamma: 1.0585 eV/nm^2
elastic gain density w: 0.2267 eV/nm^3
critical volume: 30.16 nm^3; atoms: 1371
critical height: 1.048 nm
misfit 0.02: R* 11.79 nm, barrier 17.306 eV = 223.1 kT
misfit 0.03: R* 5.24 nm, barrier 3.418 eV = 44.1 kT
misfit 0.04: R* 2.95 nm, barrier 1.082 eV = 13.9 kT
local exponent, basic model: -4.0000
barrier ratio, slope 0.02 to 0.01: 3.9991
barrier with full elasticity: 4.133 eV
barrier with 10 % stiffer solid: 2.825 eV
barrier with misfit cut 10 % by mixing: 5.210 eV
trial supersaturation: 0.001 eV/atom = 0.0455 eV/nm^3
  barrier 2.372 eV, exponent -3.332
trial facet-energy slope: -1.0 eV/nm^2
  barrier 1.399 eV, exponent -5.040
trial edge energy: 0.05 eV/nm
  barrier 5.128 eV, exponent -3.310
Burgers vector length: 0.39 nm
flat-film critical thickness at main misfit: 2.00 nm
misfit where nucleus height equals it: 0.0098
  common height there: 9.84 nm
\end{verbatim}
